**Numerical tests of the two-dimensional Fröhlich vertex**

The program tests $|g(q)|=g_0F(q)\sqrt{\omega_{\rm TO}/\omega_{\rm LO}(q)}$ with $F\simeq1/(1+r_{\rm eff}q)$ and $r_{\rm eff}=\varepsilon_\parallel t/2$. Here $g_0$ is the limit of the vertex for $q\to0$, $F$ is the thickness-averaged potential relative to that of an unscreened sheet, $t$ is the slab thickness, and $\varepsilon_\parallel$ and $\varepsilon_\perp$ are the in-plane and out-of-plane electronic dielectric constants. It asserts that a direct dipole sum over a square lattice has the linear term $2\pi q/A$ ($A$ is the cell area) and reproduces the macroscopic screening form. It asserts that the slab formula agrees with a finite-volume solution of Poisson's equation, and that its relative excess over the simple form stays below $1/(3\varepsilon_\parallel\varepsilon_\perp)$ on a grid of wavevectors. The LO frequency and the vertex are compared with the diagonalization of a two-atom dynamical matrix, and stacks of sheets with the solution of coupled linear equations. For the model parameters the output gives $r_{\rm eff}=30$ Å and $g_0=0.641$ eV, and a vertex that falls to 0.492 eV at $q=0.01$ Å$^{-1}$, where the bulk vertex is 2.10 eV. It also shows that periodic images 20 Å apart raise the potential factor at that wavevector from 0.769 to 2.50.

## Numerical verification

```python
"""
Two-dimensional Froehlich vertex of a polar monolayer in vacuum.
Result under test (atomic units):
    |g(q)| = g0 * F(q) * sqrt(w_TO / w_LO(q)),   F(q) ~ 1 / (1 + r_eff q)
    g0 = (2 pi / A) Z / sqrt(2 mu w_TO),         r_eff = eps_par t / 2
A: cell area, +-Z: Born charges of two atoms, mu: reduced mass,
t: slab thickness, eps_par / eps_perp: in-plane / out-of-plane electronic
dielectric constants, F: thickness-averaged potential of a charge wave divided
by its value 2 pi sigma / q for a bare sheet.
For a thin sheet of 2D polarizability alpha, r = 2 pi alpha and F = 1/(1+r q).
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.linalg import solve_banded

BOHR = pc["Bohr radius"][0] * 1e10                 # angstrom
HARTREE = pc["Hartree energy in eV"][0]            # eV
AMU = pc["atomic mass constant"][0] / pc["electron mass"][0]


def slab_factor(q, t, eps_par, eps_perp):
    """Closed form of F for a uniform slab."""
    X = eps_par * q * t / 2
    y = q * t / 2 * np.sqrt(eps_par / eps_perp)
    return (1 - 1 / (X + y / np.tanh(y))) / X


def slab_factor_numeric(q, t, eps_par, eps_perp, n_in=1000, n_out=4000):
    """F from a finite-volume solution of Poisson's equation on z > 0."""
    h = np.r_[np.full(n_in, t / 2 / n_in), np.full(n_out, 12 / q / n_out)]
    ez = np.r_[np.full(n_in, float(eps_perp)), np.ones(n_out)]
    ep = np.r_[np.full(n_in, float(eps_par)), np.ones(n_out)]
    resist = h / (2 * ez)
    link = 1 / (resist[:-1] + resist[1:])
    diag = ep * q**2 * h
    diag[:-1] += link
    diag[1:] += link
    diag[-1] += 1 / resist[-1]                     # zero potential far away
    band = np.zeros((3, h.size))
    band[0, 1:] = -link
    band[1] = diag
    band[2, :-1] = -link
    source = np.zeros(h.size)
    source[:n_in] = 4 * np.pi / t * h[:n_in]       # unit charge per area
    phi = solve_banded((1, 1), band, source)
    return phi[:n_in].mean() * q / (2 * np.pi)


# ---- Test: microscopic square lattice of polarizable points (a = 1) -------
damp = 300.0
x = np.arange(0, 1201, dtype=float)
weight = np.where(x == 0, 1.0, 2.0)
X2, Y2 = np.meshgrid(x**2, x**2, indexing="ij")
R2 = X2 + Y2
R2[0, 0] = 1.0
kernel = (3 * X2 - R2) / R2**2.5 * np.exp(-R2 / damp**2)
kernel[0, 0] = 0.0
column = weight * (kernel @ weight)


def dipole_sum(q):
    """Longitudinal field at a site per unit dipole, wave vector along x."""
    return float(column @ np.cos(q * x))


beta = mp.mpf(4)**(-1.5) * (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75))
L_zero = float(2 * mp.zeta(1.5) * beta)            # half the sum of 1/R^3
q_lat = 0.1
slope1 = (L_zero - dipole_sum(q_lat)) / q_lat
slope2 = (L_zero - dipole_sum(2 * q_lat)) / (2 * q_lat)
lattice_slope = 2 * slope1 - slope2
assert abs(lattice_slope / (2 * np.pi) - 1) < 5e-3  # damping error ~ 1/(q damp)^2
alpha_point = 0.15
charge_gain = 1 / (1 - alpha_point * L_zero)
r_lattice = 2 * np.pi * alpha_point * charge_gain
micro = 1 / (1 - alpha_point * dipole_sum(q_lat))
macro = charge_gain / (1 + r_lattice * q_lat)
assert abs(micro / macro - 1) < 1e-2               # neglected order q^2 in the sum

# ---- Test: slab formula against Poisson solver, and the error bound -------
for ep, ez in [(12, 6), (3, 2), (5, 5)]:
    for q in (0.01, 0.1, 1.0):
        num = slab_factor_numeric(q, 5.0, ep, ez)
        assert abs(num / slab_factor(q, 5.0, ep, ez) - 1) < 1e-4
    qs = np.logspace(-3, 2, 2000)
    excess = slab_factor(qs, 5.0, ep, ez) * (1 + ep * 5.0 / 2 * qs) - 1
    assert excess.min() > -1e-10 and excess.max() < 1 / (3 * ep * ez)
# thin-sheet limit at fixed 2 pi alpha = 30, only the in-plane response kept
thin = 1e-3
sheet_num = slab_factor_numeric(0.05, thin, 1 + 2 * 30 / thin, 1.0)
assert abs(sheet_num * (1 + 30 * 0.05) - 1) < 1e-3

# ---- Worked example: model parameters -------------------------------------
area_A, Z, m1_u, m2_u = 10.0, 2.0, 50.0, 100.0
wTO_eV, t_A, eps_par, eps_perp = 0.05, 5.0, 12.0, 6.0
area, t, wTO = area_A / BOHR**2, t_A / BOHR, wTO_eV / HARTREE
masses = np.array([m1_u, m2_u]) * AMU
charges = np.array([Z, -Z])
mu = masses.prod() / masses.sum()
r_eff = eps_par * t / 2
r_slope = t / 2 * (eps_par - 1 / (3 * eps_perp))
S = 2 * np.pi * Z**2 / (area * mu)
zero_point = 1 / np.sqrt(2 * mu * wTO)
g0 = 2 * np.pi / area * Z * zero_point


def vertex_by_diagonalization(q):
    """LO frequency and |g| from the two-atom dynamical matrix."""
    F = slab_factor(q, t, eps_par, eps_perp)
    springs = mu * wTO**2 * np.array([[1.0, -1.0], [-1.0, 1.0]])
    coulomb = 2 * np.pi * q * F / area * np.outer(charges, charges)
    D = (springs + coulomb) / np.sqrt(np.outer(masses, masses))
    w2, vec = np.linalg.eigh(D)
    w = np.sqrt(w2[-1])
    amp = np.sum(charges * vec[:, -1] / np.sqrt(2 * masses * w))
    return w, 2 * np.pi / area * F * abs(amp)


q_table = np.array([0.001, 0.01, 0.03, 0.1, 0.3])  # 1/angstrom
rows = []
w_bulk = np.sqrt(wTO**2 + 4 * np.pi * Z**2 / (area * t * mu * eps_par))
for qA in q_table:
    q = qA * BOHR
    F = slab_factor(q, t, eps_par, eps_perp)
    w, g = vertex_by_diagonalization(q)
    w_formula = np.sqrt(wTO**2 + S * q * F)
    assert abs(w / w_formula - 1) < 1e-9
    assert abs(g / (g0 * F * np.sqrt(wTO / w_formula)) - 1) < 1e-9
    g_bulk = 4 * np.pi * Z / (area * t * eps_par * q * np.sqrt(2 * mu * w_bulk))
    assert abs(g_bulk / (g0 * np.sqrt(wTO / w_bulk) / (r_eff * q)) - 1) < 1e-9
    rows.append((qA, F, 1 / (1 + r_eff * q), w * HARTREE, g * HARTREE,
                 g0 / (1 + r_eff * q) * HARTREE, g_bulk * HARTREE))

# the monolayer vertex merges with the bulk one at large q r_eff (formal limit)
q_big = 1000 / r_eff
g_big = vertex_by_diagonalization(q_big)[1]
bulk_big = 4 * np.pi * Z / (area * t * eps_par * q_big * np.sqrt(2 * mu * w_bulk))
assert abs(g_big / bulk_big - 1) < 2e-3

# initial logarithmic slope of the vertex, extrapolated to q = 0
dq = 1e-5
s1 = np.log(vertex_by_diagonalization(dq)[1] / g0) / dq
s2 = np.log(vertex_by_diagonalization(2 * dq)[1] / g0) / (2 * dq)
log_slope = 2 * s1 - s2
assert abs(log_slope / -(r_slope + S / (4 * wTO**2)) - 1) < 1e-4


# ---- Test: stacks of sheets, from the coupled linear equations ------------
def stack_center(n, q, c, r):
    """Potential factor at the central sheet of n sheets oscillating in phase."""
    idx = np.arange(n)
    E = np.exp(-q * c * np.abs(idx[:, None] - idx[None, :]))
    f = np.linalg.solve(np.eye(n) + r * q * E, E.sum(axis=1))
    return f[n // 2]


def stack_infinite(q, c, r):
    C = 1 / np.tanh(q * c / 2)
    return C / (1 + r * q * C)


c_A, r_A = 20.0, r_eff * BOHR
q_st = 0.001
stack_num = stack_center(1001, q_st, c_A, r_A)
bulk_law = 2 / (q_st * c_A) / (1 + 2 * r_A / c_A)
assert abs(stack_num / stack_infinite(q_st, c_A, r_A) - 1) < 1e-5
assert abs(stack_num / bulk_law - 1) < 1e-3
five = stack_center(5, 1e-8, c_A, r_A)
assert abs(five - 5) < 1e-3

# ---- Output ---------------------------------------------------------------
print("MODEL INPUT")
print(f"cell area A = {area_A:.1f} angstrom^2, Born charge Z = {Z:.1f} e")
print(f"masses = {m1_u:.0f} and {m2_u:.0f} u, reduced mass = {mu/AMU:.3f} u")
print(f"TO phonon energy = {wTO_eV:.3f} eV, thickness t = {t_A:.1f} angstrom")
print(f"eps_par = {eps_par:.1f}, eps_perp = {eps_perp:.1f}")
print("DERIVED QUANTITIES")
print(f"r_eff = eps_par t/2 = {r_A:.3f} angstrom")
print(f"1/r_eff = {1/r_A:.5f} 1/angstrom")
print(f"r from initial slope of F = {r_slope*BOHR:.3f} angstrom")
print(f"2 pi alpha = (eps_par-1)t/2 = {(eps_par-1)*t_A/2:.3f} angstrom")
print(f"zero-point length 1/sqrt(2 mu w_TO) = {zero_point*BOHR:.5f} angstrom")
print(f"g0 = limit of |g| for q->0 = {g0*HARTREE:.4f} eV = {g0:.5f} hartree")
print(f"S/w_TO^2 = {S/wTO**2*BOHR:.4f} angstrom")
print(f"S/(4 w_TO^2) = {S/(4*wTO**2)*BOHR:.4f} angstrom")
print(f"initial slope of ln|g| (numerical) = {log_slope*BOHR:.3f} angstrom")
print(f"bulk LO phonon energy = {w_bulk*HARTREE:.5f} eV")
q_scan = np.logspace(-4, 2, 6000) * BOHR
ex = slab_factor(q_scan, t, eps_par, eps_perp) * (1 + r_eff * q_scan) - 1
print(f"largest relative excess of F over 1/(1+r_eff q) = {100*ex.max():.4f} %")
print(f"bound 1/(3 eps_par eps_perp) = {100/(3*eps_par*eps_perp):.4f} %")
print("TABLE: q in 1/angstrom, F and 1/(1+r q) pure numbers, rest in eV")
print("q | F | 1/(1+r q) | w_LO | |g| | g0/(1+r q) | |g| bulk")
for row in rows:
    print("{:.3f} | {:.5f} | {:.5f} | {:.5f} | {:.4f} | {:.4f} | {:.4f}".format(*row))
print("STACKS OF SHEETS with r = r_eff (potential factors, pure numbers)")
print(f"spacing c = {c_A:.1f} angstrom, 1+2r/c = {1+2*r_A/c_A:.3f}")
for qA in (0.001, 0.01, 0.1, 0.3):
    print(f"q = {qA:.3f} 1/angstrom: periodic {stack_infinite(qA, c_A, r_A):.4f},"
          f" isolated {1/(1+r_A*qA):.4f}")
print(f"1001 sheets, q = {q_st:.3f} 1/angstrom: center {stack_num:.4f},"
      f" bulk 1/q law {bulk_law:.4f}")
print(f"5 sheets, q->0: center {five:.4f}")
print("POINT-DIPOLE LATTICE (lattice constant a = 1)")
print(f"L0 = {L_zero:.4f} /a^3, point polarizability = {alpha_point:.2f} a^3")
print(f"slope of L0-L(q) = {lattice_slope:.4f}, 2 pi = {2*np.pi:.4f} (1/a^2)")
print(f"charge gain 1/(1-alpha L0) = {charge_gain:.4f}, r = {r_lattice:.4f} a")
print(f"total/ionic dipole at q a = {q_lat:.1f}: lattice {micro:.4f},"
      f" macroscopic {macro:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
MODEL INPUT
cell area A = 10.0 angstrom^2, Born charge Z = 2.0 e
masses = 50 and 100 u, reduced mass = 33.333 u
TO phonon energy = 0.050 eV, thickness t = 5.0 angstrom
eps_par = 12.0, eps_perp = 6.0
DERIVED QUANTITIES
r_eff = eps_par t/2 = 30.000 angstrom
1/r_eff = 0.03333 1/angstrom
r from initial slope of F = 29.861 angstrom
2 pi alpha = (eps_par-1)t/2 = 27.500 angstrom
zero-point length 1/sqrt(2 mu w_TO) = 0.03541 angstrom
g0 = limit of |g| for q->0 = 0.6408 eV = 0.02355 hartree
S/w_TO^2 = 1.8154 angstrom
S/(4 w_TO^2) = 0.4538 angstrom
initial slope of ln|g| (numerical) = -30.315 angstrom
bulk LO phonon energy = 0.05149 eV
largest relative excess of F over 1/(1+r_eff q) = 0.3777 %
bound 1/(3 eps_par eps_perp) = 0.4630 %
TABLE: q in 1/angstrom, F and 1/(1+r q) pure numbers, rest in eV
q | F | 1/(1+r q) | w_LO | |g| | g0/(1+r q) | |g| bulk
0.001 | 0.97100 | 0.97087 | 0.05004 | 0.6219 | 0.6221 | 21.0484
0.010 | 0.77005 | 0.76923 | 0.05035 | 0.4917 | 0.4929 | 2.1048
0.030 | 0.52747 | 0.52632 | 0.05071 | 0.3356 | 0.3373 | 0.7016
0.100 | 0.25085 | 0.25000 | 0.05113 | 0.1590 | 0.1602 | 0.2105
0.300 | 0.10038 | 0.10000 | 0.05135 | 0.0635 | 0.0641 | 0.0702
STACKS OF SHEETS with r = r_eff (potential factors, pure numbers)
spacing c = 20.0 angstrom, 1+2r/c = 4.000
q = 0.001 1/angstrom: periodic 25.0002, isolated 0.9709
q = 0.010 1/angstrom: periodic 2.5021, isolated 0.7692
q = 0.100 1/angstrom: periodic 0.2658, isolated 0.2500
q = 0.300 1/angstrom: periodic 0.1000, isolated 0.1000
1001 sheets, q = 0.001 1/angstrom: center 25.0002, bulk 1/q law 25.0000
5 sheets, q->0: center 5.0000
POINT-DIPOLE LATTICE (lattice constant a = 1)
L0 = 4.5168 /a^3, point polarizability = 0.15 a^3
slope of L0-L(q) = 6.2708, 2 pi = 6.2832 (1/a^2)
charge gain 1/(1-alpha L0) = 3.1010, r = 2.9226 a
total/ionic dipole at q a = 0.1: lattice 2.4075, macroscopic 2.3997
ALL CHECKS PASSED
```
